Retention Field and Channel Charge of a Ferroelectric Transistor

A ferroelectric film in the model transistor below holds a polarization of 15.28 µC/cm² at zero gate voltage, yet the channel beneath it contains 0.915 µC/cm² of electrons, about 6 percent of that value. The film also sits in a field of −0.826 MV/cm, directed against its polarization and not far below its coercive field of 1 MV/cm. Two questions follow: where the other 94 percent went, and what sets the field. The answers are for a given trapped charge, which in this thin film also holds the polarization up.

**The stack and its conventions**

The x axis runs from the gate metal through a ferroelectric film, an interfacial oxide and a p-type semiconductor. Gaussian units are used. The film has thickness t_f and background permittivity ε_f; its polarization P is positive toward the channel. The oxide has thickness t_i and permittivity ε_i. The capacitances per area are

C_f = ε_f/(4πt_f),  C_i = ε_i/(4πt_i).

Electrons trapped at the film/oxide interface carry the charge −s per area, frozen during retention. The semiconductor carries −q per area, and ψ is its surface potential relative to the body. Source, drain, body and gate are grounded. The work-function difference still acts, as a drive V = −V_FB, where V_FB is the flat-band voltage for P = s = 0.

Layers are uniform and do not leak. The film is a single domain with the Landau law

E_L(P) = (3√3/2)(E_c/P_r)(−P + P³/P_r²).

It vanishes at the remanent polarization P_r. Its derivative is proportional to −1 + 3P²/P_r², so for P > 0 it has a minimum at P = P_r/√3, where the bracket equals −(2/(3√3))P_r and E_L = −E_c. The part P > P_r/√3, on which E_L rises, is called the outer branch.

**First derivation: Gauss's law and the sum of potentials**

The whole stack is neutral, so the gate carries +(q + s). Gauss's law at the gate gives the displacement in the film, and at the oxide/semiconductor interface the displacement in the oxide:

ε_f E_f + 4πP = 4π(q + s),  ε_i E_i = 4πq.

The first relation, solved for P, says how the polarization charge is matched:

P = q + s − ε_f E_f/(4π).

With q divided into channel electrons q_inv and depletion charge q_dep, P has four counterparts: channel, depletion, traps, and a remainder that is not compensated and leaves a field in the film.

The potential drops from gate to body add up to the drive:

V = E_f t_f + q/C_i + ψ.

Here E_i t_i = 4πq t_i/ε_i = q/C_i. Hence

E_f = (V − ψ − q/C_i)/t_f.  (A)

To bring in P, write the film drop from Gauss's law as E_f t_f = (q + s − P)/C_f and insert it in the potential sum:

q(1/C_f + 1/C_i) + ψ = V + (P − s)/C_f.  (B)

Multiplying (B) by C_f C_i gives q(C_i + C_f) = C_f C_i(V − ψ) + C_i(P − s), so that

q/C_i = [C_f(V − ψ) + (P − s)]/(C_i + C_f).

Subtracting this from V − ψ leaves C_i(V − ψ) − (P − s) in the numerator, and

E_f = [C_i(V − ψ) − (P − s)]/[t_f(C_i + C_f)].  (C)

The semiconductor, of permittivity ε_s, must now supply q as a function of ψ. Electrons occupy one parabolic band of density-of-states mass m. Counting states in k space,

n = (1/π²)∫k² dk/(1 + exp(ħ²k²/2mkT − η)).

In the exponent and below, kT is the thermal energy. With y = ħ²k²/2mkT one has k²dk = ½(2mkT/ħ²)^{3/2} y^{1/2}dy, and therefore

n = N_c F_{1/2}(η),  N_c = 2(mkT/2πħ²)^{3/2},

where F_j(η) = (1/Γ(j+1))∫₀^∞ y^j dy/(1 + e^{y−η}). Integration by parts gives dF_{3/2}/dη = F_{1/2}. At local potential φ the argument is η = η_b + eφ/kT, with η_b its value in the body. Holes are dilute and follow p = N_A exp(−eφ/kT). The body's electron density, 2.1×10³ cm⁻³, has been dropped beside N_A = 10¹⁷ cm⁻³.

Poisson's equation is φ″ = (4πe/ε_s)(N_A + n − p). Multiply by φ′, so that the left side becomes (φ′²/2)′, and integrate from the neutral body to the surface:

E_s²/2 = (4πe/ε_s)∫₀^ψ (N_A + n − p)dφ.

With u = eψ/kT the three terms integrate to N_A u, N_c[F_{3/2}(η_b+u) − F_{3/2}(η_b)] and N_A(e^{−u} − 1), each times kT/e. Since q = ε_s E_s/(4π),

q² = (ε_s kT/2π){N_A(u + e^{−u} − 1) + N_c[F_{3/2}(η_b+u) − F_{3/2}(η_b)]}.  (D)

The sign of q is that of ψ. The channel part follows from dx = −dφ/E:

q_inv = e∫₀^ψ (n/E)dφ,

with the negligible background electrons of the body left out.

Finally the film must obey its own law. Equation (B), solved for P, reads

P(ψ) = s + q(1 + C_f/C_i) + C_f(ψ − V),

and the coupled problem is reduced to one equation for ψ:

(V − ψ − q(ψ)/C_i)/t_f = E_L(P(ψ)).  (E)

**The numbers of the reference state**

The example uses round parameters: t_f = 10 nm, ε_f = 30, t_i = 1 nm, ε_i = 4, P_r = 20 µC/cm², E_c = 1 MV/cm, V = 0.5 V and s = 12 µC/cm². The semiconductor has ε_s = 12, a gap E_g = 1.1 eV and the free-electron mass as density-of-states mass in both bands, at 300 K. Both bands then have the density N_c, and p = N_A in the body gives η_b = −E_g/kT + ln(N_c/N_A) = −37.0. Then C_f = 2.656 and C_i = 3.542 µF/cm². Equation (E) gives ψ = 1.018 V and q = 1.091 µC/cm². The oxide drop is 1.091/3.542 = 0.308 V, and (A) yields

E_f t_f = 0.500 − 1.018 − 0.308 = −0.826 V.

Across 10 nm this is −0.826 MV/cm, or −2755 statV/cm. Form (C) gives the same: the numerator is 3.542×(−0.518) − 3.285 = −5.12 µC/cm², and division by 6.198 µF/cm² gives −0.826 V.

The polarization is matched as

15.28 = 0.915 (channel) + 0.176 (depletion) + 12.00 (traps) + 2.19 (uncompensated) µC/cm².

The traps take most of it. Of the 3.28 µC/cm² they leave, two thirds stays uncompensated, because placing it in the semiconductor would cost still more voltage in the oxide and at the surface.

The premise that all polarization becomes semiconductor charge can be put to the same equations. Set s = 0 and q = P = P_r. Gauss's law then demands E_f = 0. The potentials demand ψ = 1.795 V and an oxide drop of 20/3.542 = 5.647 V, hence

E_f = (0.500 − 1.795 − 5.647) V/10 nm = −6.94 MV/cm.

Both cannot hold. If P is merely held at P_r without traps and q is left free, (B) and (C) give E_f = −3.76 MV/cm. The semiconductor charge is then 20 − 2.656×3.762 = 10.0 µC/cm², half of P, and the field is almost four times E_c, so holding P rigid contradicts the film's own law.

**Second derivation: the minimum of a free energy**

The same state can be found without summing potentials. Let

r = P − s − q

be the polarization charge left uncompensated, so that the displacement in the film is 4π(q + s) = 4π(P − r) and its field is −4πr/ε_f. The film stores t_f w(P), with dw/dP = E_L, and the field energy t_f ε_f E_f²/8π = r²/(2C_f). The oxide stores q²/(2C_i). Let U_s(q) be the least free energy of the semiconductor at surface charge q. Moving charge q from body to gate releases Vq. Per area,

G(P, r) = t_f w(P) + r²/(2C_f) + q²/(2C_i) + U_s(q) − Vq,  q = P − s − r.

The derivative of U_s is needed. U_s is the minimum of ∫[D²/(8πε_s) + a(n,p)]dx, where a is the free-energy density of the carriers, measured at the electrochemical potential of the grounded body. The constraints are D′ = 4πρ, with ρ = e(p − n − N_A), and D = 4πq at the surface. Add the constraint with a multiplier φ(x), as ∫φ(ρ − D′/4π)dx. Varying D and integrating by parts gives

∫(D/ε_s + φ′)(δD/4π)dx + φ(0)δD(0)/4π.

The integral vanishes for D/ε_s = −φ′, so φ is the electric potential. The boundary term is ψ δq. Varying n gives ∂a/∂n = eφ, which shifts the electron argument to η_b + eφ/kT, and varying p gives the Boltzmann hole density. All interior variations vanish at the minimum, so

dU_s/dq = ψ.

Now vary r at fixed P, where dq = −dr:

r/C_f − q/C_i − ψ + V = 0.

Inserting q = P − s − r and collecting r,

r(1/C_f + 1/C_i) = (P − s)/C_i + ψ − V,

r = C_f[(P − s) + C_i(ψ − V)]/(C_i + C_f).

Since E_f = −4πr/ε_f = −r/(C_f t_f), this is equation (C). Next vary P at fixed r, where dq = dP:

t_f E_L + q/C_i + ψ − V = 0.

This is (A) with E_f = E_L, that is, equation (E). Each stationarity condition thus delivers one form of the retention field.

The function ψ(q) can be had from a balance of forces. The electron gas has pressure Π_n = N_c kT F_{3/2}, and the holes have Π_p = p kT. At rest, pressure gradients balance electric forces: Π_n′ = −enE and Π_p′ = epE. Their sum is e(p − n)E = ρE + eN_A E. Here ρE = (ε_s E²/8π)′ by Gauss's law, and eN_A E = −eN_A φ′. Integration from body to surface gives

ε_s E_s²/8π = ΔΠ_n + ΔΠ_p + eN_A ψ,

where Δ means surface minus body. Inserting the pressures and E_s = 4πq/ε_s reproduces (D). The field's stress at the surface is carried by the compressed electron gas and by the fixed acceptors, less the pressure of the expelled holes.

**Stability, and the least trapped charge**

The energy also gives curvatures. The semiconductor capacitance is C_s = dq/dψ = e(N_A + n − p)/E_s, taken at the surface. Numerator and denominator have the same sign, so C_s > 0. At fixed P the curvature of G in r is 1/C_f + 1/C_i + 1/C_s > 0. There is therefore one value of r for each P, and the field it defines is the load line E_f(P). Differentiating (B), with 1/C_is = 1/C_i + 1/C_s,

dq(1/C_f + 1/C_is) = dP/C_f, so dq/dP = C_is/(C_f + C_is).

From E_f t_f = (q + s − P)/C_f it follows that

dE_f/dP = (dq/dP − 1)/(C_f t_f) = −1/[t_f(C_f + C_is)].

In the reference state C_s = 13.16 µF/cm² and C_is = 2.79 µF/cm². The slope is −0.184 MV/cm per µC/cm², and dq/dP = 2.79/5.45 = 0.51. A small added polarization at frozen s would send about half of itself to the semiconductor, although the average channel share is 6 percent. The share is not a constant of the device.

With r at its minimum, G depends on P alone and its slope is t_f(E_L − E_f). Its curvature is

t_f dE_L/dP + 1/(C_f + C_is).

On the outer branch both terms are positive, so a solution there is a local minimum against uniform changes.

On that branch E_L rises without limit while the load line falls. They cross once if the load line starts above −E_c at P = P_r/√3, and not at all otherwise. By (B) and (C) the load line depends on P − s alone, so more trapping shifts it to larger P and raises its starting value. The limiting case has E_f = −E_c and, from (A),

ψ + q/C_i = V + E_c t_f.

Gauss's law then gives the least trapped charge for a state on the outer branch:

s* = P_r/√3 − q − C_f E_c t_f.

For the example ψ = 1.052 V and q = 1.586 µC/cm², whose drops add to 1.052 + 0.448 = 1.500 V, as required. Thus

s* = 11.55 − 1.59 − 2.66 = 7.30 µC/cm²,

or 2.19×10⁴ statC/cm². A separate finite-volume solution of Poisson's equation through the whole stack found no crossing on the outer branch 0.2 µC/cm² below this value and one crossing 0.2 µC/cm² above it. Its fields at s = 8, 12 and 16 µC/cm² agree with the reduced equations to 2.4×10⁻⁷ relative to the full-stack values.

The meaning of s* is limited. At P = P_r/√3 the term dE_L/dP vanishes but the curvature of G is still positive, so below s* a uniform state continues inside the branch where E_L falls. There the film is held by the layers in series with it.

In this stack the uniform state is never lost. E_L falls most steeply at P = 0, where its slope is −(3√3/2)E_c/P_r = −0.130 MV/cm per µC/cm². Since C_is < C_i, the load line is always steeper than 1/[t_f(C_f + C_i)] = 0.161 in the same unit. The curvature of G is therefore positive at every P, and each pair of s and V has exactly one uniform state. Without traps that state has P = 0.19 µC/cm². The example thus shows the field at a given trapped charge, not a film that remembers by itself. With the other layers and the film's material unchanged, the same argument excludes a second stable uniform state, at any s and V, up to a film thickness of 14.2 nm. This is a lower bound, because it puts C_i in place of the smaller C_is. At V = 0.5 V two such states at the same s first appear in films about 20 nm thick. Whether a film on the falling branch breaks into domains depends on wall and stray-field energies, which this model does not contain.

**The price of a lower field**

Equation (A) can be read as

−E_f t_f = ψ(q) + q/C_i − V.

The right side increases with q. For a given stack and drive, the semiconductor charge by itself fixes the retention field; P and s act through q. Raising s lifts the load line, so the crossing moves up the rising branch: P grows, q falls, and |E_f| shrinks until the field reaches zero. From s = 8 to 16 µC/cm² the field goes from −0.995 to −0.508 MV/cm, while the channel charge drops from 1.395 to 0.124 µC/cm². At zero field, with s = 19.88 µC/cm², the surface potential is 0.4655 V and the channel keeps 5×10⁻⁹ µC/cm². That state retains its polarization without stress, but it has practically no channel.

The drive changes this bargain. To hold q = 1.091 µC/cm² at zero field one needs V = 1.018 + 0.308 = 1.326 V, with P = P_r and s = 20 − 1.09 = 18.91 µC/cm².

Two limits show what each layer does. Without an oxide, C_i → ∞ and E_f = (V − ψ)/t_f, so a field remains whenever the surface potential exceeds the drive. For a very thick film, C_f → 0 and (B) multiplied by C_f gives q → P − s. The voltage then stays finite, E_f falls as 1/t_f, and P → P_r. Complete conversion of the untrapped polarization is thus recovered, but slowly: for s = 0 the film voltage tends to 6.94 V in magnitude, and on the outer branch (E) still gives |E_f| = 0.74 MV/cm at t_f = 69 nm and 0.22 MV/cm at 300 nm. The 1 nm oxide would carry 40 MV/cm in the first of these states, 52 MV/cm in the second and 56 MV/cm in the limit. Real oxides break down well below such fields, so these numbers illustrate the electrostatics and do not describe a working device.

**What each derivation assumes**

Both routes need uniform layers, a known s and the same carrier statistics. Both leave out quantization of the channel. The omission is not small in the reference state. The surface field is 1.03 MV/cm, the electron layer ε_s/(4πC_s) is about 0.8 nm thick against a thermal wavelength of 4.3 nm, and the lowest level of a triangular well at that field lies about 0.17 eV above the band edge. The channel numbers are therefore values of the model, not of a real inversion layer. If quantization raises ψ at given q, (A) makes the field at that q more negative.

The first route asks less of the film. Gauss's law and the potential sum hold for any P, whatever its history, so E_L may be replaced by a measured hysteresis branch, once the background term ε_f E/(4π), which a measured loop includes, has been subtracted from its charge. They also hold at each instant while traps slowly empty, with the current s inserted. If the electrons have not had time to reach equilibrium with the body, (A), (B) and (C) survive and (D) must be replaced. This route finds states but does not say whether they are stable.

The second route needs an energy w(P) that depends on P and not on the path taken to it, and carriers in equilibrium with the grounded body. Traps that exchange electrons during retention would require their own term in G. In return it supplies the curvature, and with it the distinction between leaving the outer branch and losing uniform stability. The values for the reference state, the scan in s and the threshold are in the numerical output that follows.

Values computed for the example and the checks

```
temperature: 300 K
film thickness: 10.0 nm
oxide thickness: 1.0 nm
permittivities film, oxide, semiconductor: 30.0 4.0 12.0
doping N_A: 1.00e+17 cm^-3
band gap: 1.10 eV
density-of-states mass: 1.0 electron masses
drive V = -V_FB: 0.50 V
remanent polarization: 20.0 uC/cm^2
coercive field: 1.00 MV/cm
film capacitance C_f: 2.6563 uF/cm^2
oxide capacitance C_i: 3.5417 uF/cm^2
thermal voltage: 0.02585 V
band density N_c: 2.5094e+19 cm^-3
bulk electron density: 2.09e+03 cm^-3
-- reference state --
trapped charge s: 12.00 uC/cm^2
surface potential: 1.0178 V
oxide voltage q/C_i: 0.3080 V
film voltage E_f t_f: -0.8259 V
polarization P: 15.2847 uC/cm^2
semiconductor charge q: 1.0910 uC/cm^2
channel charge q_inv: 0.9148 uC/cm^2
depletion charge q_dep: 0.1762 uC/cm^2
field share -eps_f E_f/4pi: 2.1937 uC/cm^2
channel share q_inv/P: 5.98 percent
retention field: -0.8259 MV/cm
retention field, Gaussian: -2754.8 statV/cm
semiconductor capacitance C_s: 13.158 uF/cm^2
load slope, formula: -0.18359 MV/cm per uC/cm^2
load slope, full stack: -0.18360 MV/cm per uC/cm^2
-- scan: s, P, q_inv in uC/cm^2; E_f in MV/cm --
   8.0   12.2144    1.3950   -0.9949
  10.0   13.8809    1.2219   -0.9346
  12.0   15.2847    0.9148   -0.8259
  14.0   16.5149    0.5264   -0.6825
  16.0   17.6464    0.1244   -0.5078
largest relative field difference from full stack: 2.4e-07 
-- limits --
threshold surface potential: 1.0521 V
threshold semiconductor charge: 1.5864 uC/cm^2
threshold polarization: 11.5470 uC/cm^2
threshold trapped charge s*: 7.3043 uC/cm^2
threshold s*, Gaussian: 21898 statC/cm^2
outer-branch states 0.2 uC/cm^2 below, above s*: [0, 1]
field for P = P_r, s = 0: -3.7620 MV/cm
same, full stack: -3.7620 MV/cm
full conversion: surface potential: 1.7952 V
full conversion: field from potentials: -6.9422 MV/cm
zero-field state: surface potential: 0.4655 V
zero-field state: trapped charge: 19.8777 uC/cm^2
zero-field state: channel charge: 5.12e-09 uC/cm^2
```
